\section*{Discrete Berry-phase polarisation of a half-filled Rice–Mele chain}

\section{Definitions and conventions}

A ring has $N$ cells of length $a$, so $L=Na$. Cell $n$ contains a site $A_n$ at $x=na$ and a site $B_n$ at $x=na+a/2$. Independent, spinless electrons of charge $-e$ move on it with
\begin{equation}
\begin{aligned}
\hat H=\sum_n\big[&\Delta\left(|A_n\rangle\langle A_n|-|B_n\rangle\langle B_n|\right)\\
&+v\,|A_n\rangle\langle B_n|+w\,|B_n\rangle\langle A_{n+1}|+\text{h.c. of the hops}\big],
\end{aligned}
\end{equation}
where $v,w>0$. Half filling means one electron per cell. A fixed charge $+e$ per cell, placed at $na+a/4$, makes the chain neutral. In one dimension polarisation is dipole per length and has the unit of charge.

Write the Bloch states with the site position in the phase:
\begin{equation}
|\psi_k\rangle=\frac1{\sqrt N}\sum_n\left[e^{ikna}u_A|A_n\rangle+e^{ik(na+a/2)}u_B|B_n\rangle\right].
\end{equation}
The amplitude of $\hat H\psi_k$ on $A_n$, divided by $e^{ikna}/\sqrt N$, is $\Delta u_A+(ve^{ika/2}+we^{-ika/2})u_B$, because the neighbours of $A_n$ lie at distances $+a/2$ and $-a/2$. Hence
\begin{equation}
H(k)=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\qquad f=ve^{ika/2}+we^{-ika/2}.
\end{equation}
The energies are $\pm E$ with $E^2=\Delta^2+v^2+w^2+2vw\cos ka$. Over continuous $k$ the smallest gap, at $ka=\pi$, is $2\sqrt{\Delta^2+(v-w)^2}$. A ring with odd $N$ has no state at $ka=\pi$, and its gap is larger. The smallest gap over continuous $k$ is assumed non-zero, so that the lower band is full and the chain insulating.

The allowed wave numbers are $k_j=2\pi j/L$, and $u_j$ is the normalised lower-band vector at $k_j$. The wave numbers $k_N=2\pi/a$ and $k_0=0$ label the same state. Since $e^{i(2\pi/a)(na+a/2)}=-1$, requiring $\psi_{k_N}=\psi_{k_0}$ gives
\begin{equation}
u_N=Cu_0,\qquad C=\mathrm{diag}(1,-1).
\label{closing}
\end{equation}

The result to be derived is
\begin{equation}
\varphi_N=-\operatorname{Im}\ln\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle,\quad
\bar x=\frac{a\varphi_N}{2\pi},\quad
P=e\left(\frac14-\frac{\bar x}{a}\right)\ \text{mod } e .
\label{main}
\end{equation}

\section{From position on a ring to the product}

The coordinate $x$ is not single-valued on a ring, but $\hat U=e^{2\pi i\hat x/L}$ is. It raises the wave number by $\delta k=2\pi/L$. Between filled states,
\begin{equation}
\langle\psi_{k_j}|\hat U|\psi_{k_l}\rangle
=\frac1N\sum_n e^{i(k_l+\delta k-k_j)na}\,\langle u_j|u_l\rangle
=\delta_{j,l+1}\langle u_{l+1}|u_l\rangle ,
\end{equation}
with $j=N$ identified with $j=0$ through \eqref{closing}. When $k_j=k_l+\delta k$ the phases at the $B$ sites cancel too, so the full inner product appears.

The projected operator $M$ therefore sends $\psi_{k_l}$ to $\langle u_{l+1}|u_l\rangle\psi_{k_{l+1}}$. After $N$ applications each state returns to itself, multiplied by every link once:
\begin{equation}
M^N=\prod_j\langle u_{j+1}|u_j\rangle\,\mathbf 1
=\Big(\prod_j\langle u_j|u_{j+1}\rangle\Big)^{*}\mathbf 1=\rho\,e^{i\varphi_N}\mathbf 1 ,
\end{equation}
where $\rho$ is the modulus of the product. The characteristic equation of a cyclic shift is $\lambda^N=\rho e^{i\varphi_N}$, so all $N$ roots occur:
\begin{equation}
\lambda_m=\rho^{1/N}e^{i(\varphi_N+2\pi m)/N},\qquad m=0,\dots,N-1.
\end{equation}
Reading the phase of $\lambda_m$ as $2\pi x_m/L$ gives
\begin{equation}
x_m=\frac{L}{2\pi}\,\frac{\varphi_N+2\pi m}{N}=\frac{a\varphi_N}{2\pi}+ma .
\label{ladder}
\end{equation}
The filled band has one charge centre per cell, equally spaced by $a$. Adding the dipole of the fixed charge, $e\,a/4$, to that of the electron, $-e\bar x$, and dividing by $a$ yields \eqref{main}. That this quantity changes by the charge actually transported is shown in Section~\ref{current}.

\section{When the product is non-zero}

The phase has no meaning if a link vanishes. From $(H+E)u=0$, $u_A/u_B=-f/(E+\Delta)$, and normalisation gives
\begin{equation}
|u_A|^2=\tfrac12(1-\Delta/E),\qquad |u_B|^2=\tfrac12(1+\Delta/E).
\label{weights}
\end{equation}
Two orthogonal vectors in two dimensions have opposite values of $|u_A|^2-|u_B|^2$. Here this difference is $-\Delta/E$, whose sign is the same for all $k$ if $\Delta\ne0$. No link can then vanish.

If $\Delta=0$, orthogonality of neighbours requires $f$ and $f'$ to point in opposite directions in the complex plane. With $q=ka/2$, $f=(v+w)\cos q+i(v-w)\sin q$, so
\begin{equation}
\operatorname{Im}(f^*f')=(v^2-w^2)\sin(q'-q),\qquad q'-q=\pi/N .
\end{equation}
This is non-zero for $N\ge2$, since the gap condition now demands $v\ne w$. The only failure in the insulating chain is $\Delta=0$, $N=1$.

\section{Invariance under arbitrary phases}

Replace $u_j$ by $u_j'=e^{i\theta_j}u_j$ for $j=0,\dots,N-1$, with no smoothness assumed. Rule \eqref{closing} then fixes $u_N'=Cu_0'=e^{i\theta_0}u_N$, that is, $\theta_N=\theta_0$. Each link acquires $e^{i(\theta_{j+1}-\theta_j)}$, and
\begin{equation}
\prod_{j=0}^{N-1}\langle u_j'|u_{j+1}'\rangle
=e^{i(\theta_N-\theta_0)}\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle
=\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle .
\end{equation}
The complex product itself is unchanged. A product that stops at $u_{N-1}$ keeps the factor $e^{i(\theta_{N-1}-\theta_0)}$ and carries no physical phase.

\section{The polarisation quantum}

A complex number fixes its argument up to $2\pi m$, with $m$ an integer. The replacement
\begin{equation}
\varphi_N\to\varphi_N+2\pi m\quad\text{gives}\quad \bar x\to\bar x+ma,\quad P\to P-me .
\end{equation}
By \eqref{ladder} this selects another member of the same ladder of centres: it pairs each fixed charge with an electron $m$ cells away. The bulk does not single out one pairing. A fractional shift is excluded, because it would change the product. The ambiguity is thus the set of integer multiples of one quantum, $e$.

\section{The limit of a long ring}

Take $u(k)$ smooth with $u(k+2\pi/a)=Cu(k)$, and define $A=i\langle u|\partial_ku\rangle$. Normalisation makes $\langle u|\partial_ku\rangle$ imaginary, so $A$ is real. For a link centred at $k$,
\begin{equation}
\begin{aligned}
\langle u(k-\tfrac{\delta k}2)|u(k+\tfrac{\delta k}2)\rangle
&=1+\tfrac{\delta k}{2}\left(\langle u|\partial_ku\rangle-\langle\partial_ku|u\rangle\right)+O(\delta k^2)\\
&=1-iA\,\delta k+O(\delta k^2).
\end{aligned}
\end{equation}
Reversing $\delta k$ conjugates the overlap, so its phase is odd in $\delta k$. Minus the phase is therefore $A\,\delta k+c(k)\,\delta k^3+\dots$, with no quadratic term. Midpoint sums of smooth periodic functions converge faster than any power of $1/N$. The leading remaining error is $\delta k^2\int c\,dk$, of order $N^{-2}$ in general. For $\Delta=0$ or $v=w$, inversion symmetry fixes $\varphi_N$ and the error vanishes. In the limit,
\begin{equation}
\bar x\to\frac a{2\pi}\int_{-\pi/a}^{\pi/a}A\,dk .
\end{equation}

For an explicit integral, put $g=v+we^{-ika}=|f|e^{i\chi}$, so that $f=e^{ika/2}g$. A lower-band vector obeying the closing rule is
\begin{equation}
u=\begin{pmatrix}-|u_A|e^{i\chi}\\ |u_B|e^{-ika/2}\end{pmatrix}.
\end{equation}
Derivatives of the moduli cancel because $|u_A|^2+|u_B|^2=1$. The phases give $A=-|u_A|^2\chi'+|u_B|^2a/2$, or, with \eqref{weights},
\begin{equation}
\begin{aligned}
\bar x&=\frac a{2\pi}\int_{-\pi/a}^{\pi/a}\left[-\frac{1-\Delta/E}{2}\chi'+\frac a4\left(1+\frac\Delta E\right)\right]dk,\\
\chi'&=\frac{\operatorname{Im}(g^*g')}{|g|^2}=-\frac{aw(w+v\cos ka)}{|f|^2}.
\end{aligned}
\label{integral}
\end{equation}

This vector is smooth except when $v=w$ and $\Delta<0$. Then $g$ vanishes at $ka=\pi$, where $|u_A|=1$, so $\chi$ jumps and \eqref{integral} does not apply: it gives $a/2$, whereas the centre is at $A$, $\bar x=0$ mod $a$. The product \eqref{main} has no such exception.

\textit{Limits.} For $\Delta=0$ the second term gives $a/4$. The curve $g(k)$ encircles the origin if $w>v$, when $\int\chi'dk=-2\pi$, and otherwise $\int\chi'dk=0$. Hence $\bar x=a/4$ and $P=0$ for $v>w$, but $\bar x=3a/4$ and $P=e/2$ mod $e$ for $w>v$: the centre sits on the stronger bond. For $w=0$, $\bar x=|u_B|^2a/2$, the mean position in an isolated pair. For $\Delta\to+\infty$, $\bar x\to a/2$, the position of $B$.

\textit{Smooth phases that wind.} If $u\to e^{i\theta}u$, then $A\to A-\theta'$. When $\theta$ grows by $2\pi m$ across the zone, $\bar x$ falls by $ma$. The continuum integral thus shows the same quantum.

\section{Why this is polarisation}\label{current}

Let $v,w,\Delta$ vary in time and let $u(k,t)$ obey $i\hbar\partial_tu=Hu$. Then
\begin{equation}
\begin{aligned}
\hbar\,\partial_tA&=i\langle\hbar\partial_tu|\partial_ku\rangle+i\langle u|\partial_k(\hbar\partial_tu)\rangle\\
&=-\langle u|H|\partial_ku\rangle+\langle u|\partial_k(Hu)\rangle
=\langle u|\partial_kH|u\rangle .
\end{aligned}
\end{equation}
A hop between sites separated by $d$ enters $H(k)$ with $e^{ikd}$. Differentiation multiplies it by $id$, which is the matrix element of $i[\hat H,\hat x]$. So $\partial_kH/\hbar$ is the velocity. With fixed positive charges, the current averaged over the length of a cell is
\begin{equation}
J=-\frac e{2\pi}\int\frac{\langle u|\partial_kH|u\rangle}{\hbar}\,dk
=-\frac ea\frac{d\bar x}{dt}=\frac{dP}{dt}.
\end{equation}
This identity needs no slowness. Slowness compared with $\hbar/\text{gap}$ is needed to identify the final state with the final lower band; smooth switching reduces the residual excitation at a given duration. For a long ring, the transported charge then equals the difference of the two values from \eqref{main}, modulo $e$. Following $P$ continuously fixes the integer.

\section{Worked example}

Take the round model parameters $v=1.2t$, $w=0.8t$, $\Delta=0.3t$, with $t$ the energy unit. They represent no particular material. The gap is $2\sqrt{0.3^2+0.4^2}\,t=1.0t$.

\textit{Four points.} With $u_B>0$, the vectors are
\begin{equation}
\begin{aligned}
u_0&=(-0.65256,\ 0.75774), & u_1&=(-0.61876-0.12375i,\ 0.77577),\\
u_2&=(-0.44721i,\ 0.89443), & u_3&=(0.61876-0.12375i,\ 0.77577).
\end{aligned}
\end{equation}
The first link is
\begin{equation}
\begin{aligned}
\langle u_0|u_1\rangle&=0.65256(0.61876+0.12375i)+0.75774\times0.77577\\
&=0.9916+0.0808i,
\end{aligned}
\end{equation}
with phase $4.656^\circ$. The next two phases are both $20.271^\circ$. The last link uses $Cu_0=(-0.65256,-0.75774)$ and has phase $-175.344^\circ$. Their sum is $-130.146^\circ$, hence $\varphi_4=130.146^\circ$ and $\bar x=(130.146/360)a=0.36152a$. Omitting $C$ would give $0.94025a$.

Now add the random phases $-149.166^\circ$, $-94.748^\circ$, $108.459^\circ$, $29.578^\circ$. The first link phase becomes $4.656^\circ-94.748^\circ+149.166^\circ=59.074^\circ$. The others become $-136.522^\circ$, $-58.609^\circ$ and $5.911^\circ$. The sum is again $-130.146^\circ$. The first three links alone have total phase $45.198^\circ$ before and $-136.057^\circ$ after, modulo $360^\circ$.

\textit{Longer rings.} Integral \eqref{integral} gives $\bar x=0.357870a$. The four-point value is $1.0\%$ above it. The error falls from $1.625\times10^{-5}a$ at $N=64$ to $4.06\times10^{-6}a$ at $N=128$, a ratio of $4.00$, as the $N^{-2}$ law requires. Diagonalising a 12-cell ring in real space and then the projected $\hat U$ gives centres $0.358332a$, $1.358332a$, $2.358332a$ and so on; the link product for $N=12$ gives $0.358332a$.

The long-ring polarisation is
\begin{equation}
P=(0.25-0.35787)e=-0.10787e=-1.7283\times10^{-20}\ \text{C}\quad\text{mod } e,
\end{equation}
with quantum $e=1.602177\times10^{-19}$ C. The values $-1.10787e$ and $0.89213e$ describe the same bulk. The sign reflects the electrons' preference for $B$, which moves their centre to the right of the fixed charge.

Exchanging $v$ and $w$ gives $\bar x=0.64213a$ in the gauge of \eqref{integral}. Multiplying $u$ by $e^{-i\chi}$, whose phase winds once when $w>v$, gives $-0.35787a$. The two differ by one cell.

\section{The quantum as transported charge}

Consider the cycle
\begin{equation}
\frac vt=1+\frac{\cos\theta}4,\quad \frac wt=1-\frac{\cos\theta}4,\quad \frac\Delta t=\frac{\sin\theta}2 .
\end{equation}
Its gap is $2t\sqrt{\tfrac14\sin^2\theta+\tfrac14\cos^2\theta}=t$ throughout. It surrounds the gapless point $v=w$, $\Delta=0$, and passes through the example at $\theta=36.87^\circ$.

Formula \eqref{integral} returns to its initial value after a cycle, but it can jump where $f=0$, namely at $v=w$, $ka=\pi$. For $\Delta>0$ the weight $|u_A|^2$ vanishes there and nothing jumps. At $\theta=270^\circ$, $\Delta<0$ and $|u_A|^2=1$. As $w>v$ turns into $v>w$, $\int\chi'dk$ near that point rises by $2\pi$, so the formula drops by $a$. The physical centre moves continuously; it must have advanced by $+a$ over the cycle, and $P$ has changed by $-e$.

To switch smoothly, let $\theta$ run from $\theta_i$ to $\theta_f$ as $\theta=\theta_i+(\theta_f-\theta_i)\left[s-\sin(2\pi s)/(2\pi)\right]$, where $s$ is the elapsed fraction of the duration. Integrating the Schrödinger equation and its current over such a cycle, starting from the example and lasting $200\hbar/t$, gives $-1.000000e$, in agreement. A separate path with the same duration and form of switching, from the example to the chain with $v$ and $w$ exchanged, carries $-0.28426e$. This equals the change of the Berry-phase value to the digits shown.

\section{The quantum at the ends of an open chain}

Charge driven through the interior of an open chain collects at its ends. Start from separate neutral pairs, $w=\Delta=0$, where $P=0$, and switch on $w<v$ and $\Delta$ slowly. The right end acquires the charge $\int J\,dt=P$, where the end charge means the charge to the right of a cut in the interior, averaged over the position of the cut within one cell. A count in whole cells gives a different number: for $w=0$ no charge passes between cells, yet $P\ne0$ when $\Delta\ne0$. The dipole of a long chain grows by $Pa$ per added cell. Comparing chains of 40 and 60 cells cut at weak bonds gives $-0.10787e$.

Cut the strong bonds instead, so that the chain begins with $B$ and ends with $A$, and assign the fixed charges to the cells of the $A$ sites. Start at $w=0$ with a vanishingly small $\Delta>0$, so that the pairs have no dipole relative to their fixed charges. The lone $B$ on the left, at energy $-\Delta$, holds an electron without a fixed charge. The lone $A$ on the right has a fixed charge without an electron. The right end thus starts from $+e$. Switching on $w$ and $\Delta$ adds $-0.10787e$ as before, and the computed result is $0.89213e$. Moving the end electron from left to right changes this to $-0.10787e$. The interior is the same in all three cases; the integer belongs to the ends.

\section{Range of validity}

The derivation assumes independent electrons, a filled band separated by a gap, and orbitals at fixed positions with a diagonal position operator. If the gap closes, the lower band is no longer separately defined at the closing point, and $P$ cannot be followed through it. Moving the fixed charges by $s$ adds $es/a$ to $P$. With two equally filled spin channels and fixed charge $2e$ per cell at the same place, $P$ doubles, and a common $2\pi$ change of both phases alters it by $2e$. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
v, w, delta = 1.20, 0.80, 0.30 t
minimum band gap = 1.0000 t
N=4: j, k a/pi, Re u_A, Im u_A, u_B (dimensionless)
  0 0.0 -0.65256 -0.00000 0.75774
  1 0.5 -0.61876 -0.12375 0.77577
  2 1.0 -0.00000 -0.44721 0.89443
  3 1.5 +0.61876 -0.12375 0.77577
N=4 links: j, modulus, phase, added theta_j, new link phase (deg)
  0 0.99489 +4.656 -149.166 +59.074
  1 0.79869 +20.271 -94.748 -136.522
  2 0.79869 +20.271 +108.459 -58.609
  3 0.99489 -175.344 +29.578 +5.911
closed product: modulus 0.63140, phase before, after = -130.1460, -130.1460 deg
unclosed product: phase before, after = +45.198, -136.057 deg
N=4 centre, correct closing = 0.361517 a
N=4 centre, diag(1,-1) omitted = 0.940251 a
N=12 real-space ring, first three centres = 0.358332, 1.358332, 2.358332 a
N=12 centre from link product = 0.358332 a
continuum centre = 0.35786983 a
N, discrete centre (a), error (1e-6 a)
  4 0.36151670 +3646.865
  8 0.35889183 +1021.993
  16 0.35813028 +260.444
  32 0.35793486 +65.031
  64 0.35788608 +16.250
  128 0.35787390 +4.062
error ratio N=64 to N=128 = 4.0005
v,w exchanged: centre in two smooth gauges = 0.642130, -0.357870 a
principal P = -0.10786983 e
principal P = -1.72827e-20 C
P branches m=-1,0,1 = -1.107870, -0.107870, +0.892130 e
polarisation quantum = 1.602177e-19 C
path: start angle 36.870 deg, duration 200 hbar/t
to exchanged v,w: change of P, current = -0.284260 e, Berry = -0.284258 e
full cycle: change of P, current = -1.000000 e, Berry = -1.000000 e
open chain, weak bonds cut: P = -0.107870 e
open chain, strong bonds cut: P = +0.892130 e
same, one end electron moved across: P = -0.107870 e
\end{verbatim}
